\section*{Charge Gap of a Half-Filled Shell: Two Derivations of F0+2lJ}

\section{What goes wrong with the wrong gap}

A half-filled $d$ shell, without hopping to other sites, with screened mean Coulomb repulsion $U=6$ eV and exchange parameter $J=1$ eV has a charge gap of 10 eV. An estimate that takes the gap to be $U$ misses 4 eV. An estimate that includes exchange, but reads $J$ as the plain average of the exchange integrals between different real $d$ orbitals, gives 8.86 eV, which is 11\% below the correct value for the same interaction. The coefficient of $J$ must therefore be derived for a stated definition of $J$.

The gap of a shell with $N$ electrons is
\begin{equation}
\Delta=E(N+1)+E(N-1)-2E(N),\qquad N=2l+1 ,
\label{gapdef}
\end{equation}
the energy needed to move one electron between two distant, identical half-filled shells. For the states of maximum spin, selected by Hund's first rule, the result is
\begin{equation}
\Delta=F^0+2lJ,\qquad U=F^0 ,
\label{result}
\end{equation}
or $U+2J$, $U+4J$ and $U+6J$ for $p^3$, $d^5$ and $f^7$.

The model is an isolated shell with orbital energy $\varepsilon$ and one radial function $R(r)$ for all its orbitals, unchanged when an electron is added or removed. Spin-orbit coupling and hopping are absent throughout; a crystal field is added only where stated.

\section{The interaction and two angular identities}

Let $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The multipole expansion of the Coulomb repulsion is
\begin{equation}
\frac{1}{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C_{kq}^*(1)C_{kq}(2).
\end{equation}
Within the shell, the radial part gives the Slater integrals
\begin{equation}
F^k=\frac{e^2}{4\pi\epsilon_0}\int_0^\infty\!\!\int_0^\infty
\frac{r_<^k}{r_>^{k+1}}R^2(r_1)R^2(r_2)\,r_1^2r_2^2\,dr_1dr_2>0 .
\end{equation}
The angular part is carried by the matrices $(t_{kq})_{mm'}=\langle lm|C_{kq}|lm'\rangle$, so that
\begin{equation}
\langle ab|v|cd\rangle=\sum_kF^k\sum_q(t_{kq}^\dagger)_{ac}(t_{kq})_{bd},
\label{matrixelement}
\end{equation}
where $a,c$ belong to electron 1 and $b,d$ to electron 2.

The first identity concerns the trace. Since $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ is independent of direction, and $C_{kq}$ integrates to zero over the sphere for $k>0$,
\begin{equation}
\operatorname{Tr}t_{kq}=0\quad(k>0),\qquad t_{00}=1 .
\label{trace}
\end{equation}

The second identity concerns $\sum_qt_{kq}^\dagger t_{kq}$. The intermediate sum over orbitals is $\sum_mY_{lm}(1)Y^*_{lm}(2)=\frac{2l+1}{4\pi}P_l(\cos\gamma)$, with $\gamma$ the angle between the two directions, and $\sum_qC^*_{kq}(1)C_{kq}(2)=P_k(\cos\gamma)$. Hence
\begin{equation}
\Big(\sum_qt_{kq}^\dagger t_{kq}\Big)_{mm'}=
\int\!\!\int Y_{lm}^*(1)\,\frac{2l+1}{4\pi}P_lP_k\,Y_{lm'}(2)\,d\Omega_1d\Omega_2 .
\end{equation}
Expand $P_lP_k$ in Legendre polynomials $P_\lambda$. The kernel $\frac{2\lambda+1}{4\pi}P_\lambda$ projects onto angular momentum $\lambda$, so only $\lambda=l$ contributes, and it leaves its expansion coefficient times $\delta_{mm'}$:
\begin{equation}
\sum_qt_{kq}^\dagger t_{kq}=s_k\mathbf 1,\qquad
s_k=\frac{2l+1}{2}\int_{-1}^{1}P_l^2(x)P_k(x)\,dx .
\label{sk}
\end{equation}
Thus $s_0=1$. Because $P_l^2$ is even and of degree $2l$, $s_k$ vanishes for odd $k$ and for $k>2l$. A vanishing sum of positive squares forces the corresponding $t_{kq}$ to vanish, which leaves $k=0,2,\ldots,2l$.

The integrals follow from
\begin{align}
P_1^2&=\tfrac13+\tfrac23P_2,\\
P_2^2&=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4,\\
P_3^2&=\tfrac17+\tfrac4{21}P_2+\tfrac{18}{77}P_4+\tfrac{100}{231}P_6,
\end{align}
obtained by squaring the polynomials and matching powers of $x$ from the highest down. As $\int P_k^2dx=2/(2k+1)$, $s_k$ is the coefficient of $P_k$ multiplied by $(2l+1)/(2k+1)$. Define
\begin{equation}
X=\sum_{k>0}s_kF^k .
\end{equation}
Then
\begin{align}
X_p&=\tfrac25F^2,\qquad X_d=\tfrac27(F^2+F^4),\\
X_f&=\tfrac4{15}F^2+\tfrac2{11}F^4+\tfrac{100}{429}F^6 .
\end{align}

\section{First derivation: counting direct and exchange terms}

Setting $c=a=m$, $d=b=m'$ in \eqref{matrixelement} gives the direct integral, and exchanging the final orbitals gives the exchange integral:
\begin{align}
U_{mm'}&=\sum_kF^k(t_{k0})_{mm}(t_{k0})_{m'm'},\\
J_{mm'}&=\sum_kF^k\sum_q|(t_{kq})_{m'm}|^2 .
\end{align}
Two electrons of equal spin repel by $U_{mm'}-J_{mm'}$ on average, and two of opposite spin by $U_{mm'}$. Equations \eqref{trace} and \eqref{sk} give the sums over a full set of orbitals,
\begin{equation}
\sum_{m'}U_{mm'}=(2l+1)F^0,\qquad
\sum_{m'}J_{mm'}=F^0+X,
\label{rows}
\end{equation}
both independent of $m$. The first shows that $U=F^0$ is the mean of all $U_{mm'}$.

The Slater-averaged $J$ is defined by the mean repulsion of equal-spin pairs,
\begin{equation}
U-J=\frac1{2l(2l+1)}\sum_{m\ne m'}(U_{mm'}-J_{mm'}) .
\end{equation}
The diagonal terms may be added to the sum because $U_{mm}=J_{mm}$. By \eqref{rows},
\begin{equation}
U-J=\frac{(2l+1)F^0-F^0-X}{2l}=F^0-\frac{X}{2l},
\qquad J=\frac{X}{2l}.
\label{J}
\end{equation}
Explicitly, $J_p=F^2/5$, $J_d=(F^2+F^4)/14$ and
\begin{equation}
J_f=\frac{286F^2+195F^4+250F^6}{6435}.
\end{equation}

The states are now needed. For $N=2l+1$ take all spins up: one determinant has this spin projection, so it is an eigenstate. For $N-1$ the all-up determinants have one hole, and for $N+1$ the determinants of largest spin projection have a full up shell and one down electron. In each case there are $2l+1$ determinants, all with different total $M_L$. The interaction conserves both projections, so it cannot mix them, and each is an eigenstate.

The half-filled shell has $l(2l+1)$ pairs, all of equal spin:
\begin{equation}
E(N)=(2l+1)\varepsilon+l(2l+1)(U-J).
\end{equation}
Removing the electron in orbital $m$ removes its energy $\varepsilon$ and its repulsion with the $2l$ others. From \eqref{rows} and \eqref{J}, that repulsion is $(2l+1)F^0-F^0-2lJ=2l(U-J)$, hence
\begin{equation}
E(N)-E(N-1)=\varepsilon+2l(U-J).
\label{remove}
\end{equation}
An added electron must have spin down. It repels all $2l+1$ electrons without any exchange reduction:
\begin{equation}
E(N+1)-E(N)=\varepsilon+(2l+1)U .
\label{add}
\end{equation}
Subtracting \eqref{remove} from \eqref{add},
\begin{equation}
\Delta=(2l+1)U-2l(U-J)=U+2lJ .
\end{equation}
The removed electron had $2l$ exchange partners and the added one has none; this is the origin of the coefficient.

\section{Second derivation: the shape of the charge cloud}

The same result follows without separating direct from exchange terms. Let $Q_{kq}=\sum_it_{kq}(i)$ be the total multipole operator of the shell. In the interaction an electron does not act on itself, so
\begin{equation}
\sum_{i\ne j}t_{kq}^\dagger(i)t_{kq}(j)=Q_{kq}^\dagger Q_{kq}-\sum_it_{kq}^\dagger(i)t_{kq}(i).
\end{equation}
Sum over $q$, use \eqref{sk}, and include the factor $\frac12$ that counts each pair once. For $k=0$, $Q_{00}$ is the electron number $n$. The Hamiltonian becomes
\begin{equation}
H=\varepsilon n+\frac{F^0}{2}n(n-1)
+\frac12\sum_{k>0}F^k\Big(\sum_qQ_{kq}^\dagger Q_{kq}-s_kn\Big).
\label{squares}
\end{equation}

Let $|A\rangle$ be the filled spin-up shell. Acting on it, the off-diagonal part of $Q_{kq}$ tries to move an electron into an occupied orbital and gives zero; the diagonal part gives the trace, also zero for $k>0$. Thus $Q_{kq}|A\rangle=0$: the half-filled shell is spherical.

With one down electron added, $Q_{kq}$ acts on that electron alone, and
\begin{equation}
\sum_qQ_{kq}^\dagger Q_{kq}\,c^\dagger_{m\downarrow}|A\rangle=s_k\,c^\dagger_{m\downarrow}|A\rangle .
\end{equation}
For a hole, $[c_a^\dagger c_b,c_m]=-\delta_{am}c_b$ gives
\begin{equation}
Q_{kq}c_{m\uparrow}|A\rangle=-\sum_{m'}(t_{kq})_{mm'}c_{m'\uparrow}|A\rangle .
\end{equation}
Applying $Q_{kq}^\dagger$ produces a second minus sign and the matrix $\sum_qt_{kq}t_{kq}^\dagger$. Because $t_{kq}^\dagger=(-1)^qt_{k,-q}$, this sum equals $\sum_qt_{kq}^\dagger t_{kq}=s_k\mathbf1$. A hole therefore has the same squared multipoles as an electron.

The contributions of the terms with $k>0$ to the three energies are
\begin{align}
N-1=2l:&\quad \tfrac12(1-2l)X,\\
N=2l+1:&\quad -\tfrac12(2l+1)X,\\
N+1=2l+2:&\quad \tfrac12(1-2l-2)X=-\tfrac12(2l+1)X .
\end{align}
Their combination in \eqref{gapdef} is
\begin{equation}
\tfrac12\big[(1-2l)-(2l+1)+2(2l+1)\big]X=X .
\end{equation}
The term linear in $\varepsilon$ cancels, and $n(n-1)/2$ has second difference 1. Hence
\begin{equation}
\Delta=F^0+X=F^0+2lJ,
\end{equation}
where $J$ enters only in the last step, through \eqref{J}. In this reading the terms linear in $n$ drop out, and $X$ is the cost of two aspherical charge clouds, $X/2$ for the electron and $X/2$ for the hole. For $l=0$ there are no such multipoles, and the gap is $F^0$.

\section{When the maximum-spin states are the ground states}

Equation \eqref{squares} settles the matter at half filling. Each $Q^\dagger Q$ is non-negative and each $F^k$ is positive, so no state has an energy below the one with all $Q_{kq}=0$. The maximum-spin state attains this bound.

For $N\pm1$ the maximum-spin energies are variational upper bounds. Since $E(N)$ is already the lowest energy, the true gap of the model satisfies
\begin{equation}
\Delta_{\rm true}\le F^0+2lJ ,
\end{equation}
with equality when Hund's first rule holds for both neighbouring charges.

The range of equality can be found from a few diagonalizations. The lowest eigenvalue is a concave function of the $F^k$, because $H$ is linear in them; the maximum-spin energy is linear. Their difference is concave and never positive. If it vanishes at several sets of $F^k$, it vanishes for every combination of them with non-negative weights. Diagonalization at the edges of the following ranges finds the maximum-spin state lowest, so it is lowest throughout them:
\begin{itemize}
\item $p$: $F^2>0$;
\item $d$: $0\le F^4/F^2\le1$;
\item $f$: $F^4/F^2$ and $F^6/F^4$ both between 0.5 and 1.
\end{itemize}
For the bare Coulomb interaction $r_<^k/r_>^{k+1}$ decreases with $k$, so $F^4<F^2$, and the $d$ range covers every radial function. The same decrease gives $F^6<F^4$. The $f$ range also needs lower bounds on the ratios. Write $r_<^k/r_>^{k+1}=(r_1r_2)^{-1/2}(r_</r_>)^{\kappa}$ with $\kappa=k+\frac12$, set $r=e^s$, and let $g(s)=R^2r^{5/2}$. The Fourier transform of $e^{-\kappa|s|}$ is $2\kappa/(\kappa^2+\omega^2)$, so
\begin{equation}
F^k\propto\int\!\!\int g(s_1)g(s_2)e^{-\kappa|s_1-s_2|}ds_1ds_2=\frac1{2\pi}\int|\hat g(\omega)|^2\frac{2\kappa}{\kappa^2+\omega^2}\,d\omega .
\end{equation}
For $\kappa'>\kappa$ the ratio of the two kernels, $(\kappa'/\kappa)(\kappa^2+\omega^2)/(\kappa'^2+\omega^2)$, is smallest at $\omega=0$, where it equals $\kappa/\kappa'$. Hence $F^4/F^2\ge5/9$ and $F^6/F^4\ge9/13$, and the $f$ range too covers every radial function with the bare interaction. Hydrogen-like $4f$ orbitals, with $F^4/F^2=0.668$ and $F^6/F^2=0.494$, are an example.

A limit outside the $f$ range, which the bare interaction cannot produce, shows that the condition matters when the $F^k$ are chosen as free parameters. With $F^4=F^6=0$, the maximum-spin state of $f^6$ has energy $-0.6667F^2$ relative to the $F^0$ and $\varepsilon$ terms, while the lowest state has $-0.7087F^2$. Hund's first rule fails by $0.0420F^2$. The same failure occurs in $f^8$: exchanging electrons and holes turns $t_{kq}$ into $-t_{kq}^{T}$, and since these matrices are real, $t_{kq}^T=(-1)^qt_{k,-q}$, so the sum of squares in \eqref{squares} is unchanged. The true gap is then
\begin{equation}
F^0+(0.2667-2\times0.0420)F^2=F^0+0.183F^2 ,
\end{equation}
instead of $F^0+0.267F^2$.

A crystal field changes the gap in a simple way while the maximum-spin states stay lowest. This condition limits the field: for the $d$ parameters of the next section in an octahedral field, it holds at a splitting of 1.5 eV but fails at 2 eV, where the lowest $d^6$ state lies 0.31 eV below the maximum-spin one and the gap is 7.69 eV rather than the 8 eV given by the formula below. Within the one-electron and one-hole spaces the Coulomb energy is a constant, so the field alone chooses the orbital. The added electron takes the lowest level and the hole the highest:
\begin{equation}
\Delta=F^0+2lJ-(\varepsilon_{\max}-\varepsilon_{\min}).
\end{equation}

\section{Numbers, and the choice of $J$}

The parameters are round model values with $\varepsilon=0$ and $F^0=6$ eV. This $F^0$ stands for a screened monopole repulsion. The bare integral requires $F^2<F^0$, which the $d$ and $f$ sets below do not satisfy, and Hartree-Fock $3d$ orbitals of a free Mn$^{2+}$ ion give a bare $F^0$ of about 23 eV with $J$ of about 1.2 eV. The derivations hold for any $F^0$, since it enters only through $n(n-1)/2$. For the $d$ shell, $F^2=8.6$ eV and $F^4=5.4$ eV, so
\begin{equation}
J=\frac{8.6+5.4}{14}=1.0\ \text{eV}.
\end{equation}
Diagonalization of the full interaction gives lowest energies of 30, 50 and 80 eV for $d^4$, $d^5$ and $d^6$. Removal accounts for $50-30=20=4(6-1)$ eV and addition for $80-50=30=5\times6$ eV. The gap is $30-20=10$ eV, equal to $6+4\times1$ eV. The next multiplet lies 2.17 eV higher in $d^4$ and $d^6$, and 3.29 eV higher in $d^5$.

For $p$, $F^2=5$ eV gives $J=1$ eV, energies of 5, 15 and 33 eV, and a gap of $5+33-30=8$ eV. For $f$, the values $F^2=12$, $F^4=8$ and $F^6=6$ eV give $J=1.0089$ eV. The energies 74.867, 104.814 and 146.814 eV yield
\begin{equation}
\Delta=74.867+146.814-2\times104.814=12.053\ \text{eV},
\end{equation}
which is $6+6J$. The numerical output lists these comparisons.

The wrong value quoted at the start comes from averaging exchange over pairs of different real $d$ orbitals. A real $d$ orbital has angular form $\hat{\mathbf r}^TM\hat{\mathbf r}$ with $M$ real, symmetric and traceless. Its self-repulsion is a rotation-invariant polynomial of degree four in $M$. Such a polynomial is built from $\operatorname{Tr}M^2$ and $\operatorname{Tr}M^3$, and degree four leaves only $(\operatorname{Tr}M^2)^2$, which normalization fixes. All real $d$ orbitals thus share the self-repulsion of the $m=0$ orbital. For that orbital $(t_{k0})_{00}=\frac52\int P_2^2P_k\,dx=\frac27$ for $k=2$ and $4$, so
\begin{equation}
U_{aa}=F^0+\tfrac4{49}(F^2+F^4)=F^0+\tfrac87J .
\end{equation}
The exchange sum in \eqref{rows} holds in any orthonormal basis. Removing the diagonal term and dividing by the four remaining orbitals,
\begin{equation}
\overline{J}_{\rm real}=\tfrac14\big(F^0+4J-F^0-\tfrac87J\big)=\tfrac57J=0.714\ \text{eV}.
\end{equation}
Inserted in place of $J$, it gives $6+4\times0.714=8.86$ eV, an error of $-1.14$ eV. The gap formula needs the $J$ that fixes the mean equal-spin repulsion $U-J$.

\section{What each derivation assumes}

Both derivations use one set of $F^k$ for the three charges. If the orbitals or the screening change with charge, the terms no longer combine into a single $U$ and $J$. Both also use spherical symmetry through \eqref{trace} and \eqref{sk}, so they are not independent of those identities.

They differ in what else they require. The first needs the maximum-spin states to be single determinants, which it secures by counting spin and orbital projections, and it needs the definition of $J$ in order to name the equal-spin repulsion. It assigns the gap to lost exchange partners, but says nothing about other multiplets. The second obtains the eigenstates from the action of $Q_{kq}$ and needs no definition of $J$ before the end. With the further assumption $F^k\ge0$, it also proves that the half-filled state is lowest and that $F^0+2lJ$ bounds the true gap from above. Neither derivation proves Hund's first rule for $N\pm1$; that rests on the diagonalizations and holds within the ranges given.

\section*{Computed results}
\begin{verbatim}
p3: F^k (k=0,2,..) = 6.0, 5.0 eV
  s_k (k=0,2,..) = 1.000000, 0.400000
  J = 1.000000 eV
  multiplets for N-1, N, N+1: 3, 3, 3
  E(N-1), E(N), E(N+1) = 5.000000, 15.000000, 33.000000 eV
  removal step E(N)-E(N-1) = 10.000000 eV
  addition step E(N+1)-E(N) = 18.000000 eV
  gap from diagonalization = 8.000000 eV
  F0 + 2 J = 8.000000 eV
  (gap - F0)/J = 2.000000
  next multiplet above lowest, N-1, N, N+1: 1.2000, 1.8000, 1.2000 eV
  smallest such distance on corner rays = 0.24000 F2
d5: F^k (k=0,2,..) = 6.0, 8.6, 5.4 eV
  s_k (k=0,2,..) = 1.000000, 0.285714, 0.285714
  J = 1.000000 eV
  multiplets for N-1, N, N+1: 16, 16, 16
  E(N-1), E(N), E(N+1) = 30.000000, 50.000000, 80.000000 eV
  removal step E(N)-E(N-1) = 20.000000 eV
  addition step E(N+1)-E(N) = 30.000000 eV
  gap from diagonalization = 10.000000 eV
  F0 + 4 J = 10.000000 eV
  (gap - F0)/J = 4.000000
  next multiplet above lowest, N-1, N, N+1: 2.1714, 3.2857, 2.1714 eV
  smallest such distance on corner rays = 0.01837 F2
  hydrogen-like 3d F^k/F2 (k=4,..) = 0.6522
  mean real-orbital exchange = 0.714286 eV
  its ratio to J = 0.714286
  gap if it replaced J = 8.857143 eV
  error of that gap = -1.142857 eV
f7: F^k (k=0,2,..) = 6.0, 12.0, 8.0, 6.0 eV
  s_k (k=0,2,..) = 1.000000, 0.266667, 0.181818, 0.233100
  J = 1.008858 eV
  multiplets for N-1, N, N+1: 119, 119, 119
  E(N-1), E(N), E(N+1) = 74.867133, 104.813986, 146.813986 eV
  removal step E(N)-E(N-1) = 29.946853 eV
  addition step E(N+1)-E(N) = 42.000000 eV
  gap from diagonalization = 12.053147 eV
  F0 + 6 J = 12.053147 eV
  (gap - F0)/J = 6.000000
  next multiplet above lowest, N-1, N, N+1: 2.7835, 4.4597, 2.7835 eV
  smallest such distance on corner rays = 0.12538 F2
  hydrogen-like 4f F^k/F2 (k=4,..) = 0.6681, 0.4943
  f6 with F4=F6=0: maximum-spin energy = -0.666667 F2
  f6 with F4=F6=0: two lowest energies = -0.708670, -0.692860 F2
\end{verbatim}
